\section*{Singlet Character of Mercury's 6s6p Triplet Level with J = 1}

\section*{Problem}

The excited configuration 6s6p of the mercury atom has four levels: three called triplet, with $J=0,1,2$, and one called singlet, with $J=1$. The lower $J=1$ level is the one named triplet. Rough measured intervals, rounded to two figures, are
\begin{align*}
\Delta &= E(J{=}2)-E(J{=}0)=0.79\ \text{eV},\\
D &= E(\text{upper }J{=}1)-E(\text{lower }J{=}1)=1.8\ \text{eV},\\
x &= E(\text{lower }J{=}1)-E(J{=}0)=0.22\ \text{eV}.
\end{align*}

Describe spin-orbit coupling by one parameter $\zeta$, through the operator $\zeta\,\mathbf l\cdot\mathbf s$ acting on the p electron, with angular momenta in units of $\hbar$. Fit $\zeta$ to $\Delta$. Estimate the singlet weight $w$ of the lower $J=1$ level, and use $x$ to judge the estimate.

\section*{A tempting solution}

The triplet splitting gives $\Delta=3\zeta/2$, and the spin-orbit coupling between the two $J=1$ states has magnitude $V=\zeta/\sqrt2$. Both statements are correct and are derived below. The model has one parameter, and the interval $\Delta$ has fixed it. First-order perturbation theory gives an admixture of coupling over energy separation, and the fitted interval supplies the energy:
\[
w\approx\frac{V^2}{\Delta^2}
=\frac{1}{\Delta^2}\,\frac12\left(\frac{2\Delta}{3}\right)^2
=\frac29\approx 22\%.
\]

\section*{Where it fails}

The interval has cancelled. The same 22\% would follow for any atom with an sp configuration, however weak its spin-orbit coupling, so the number carries no information about mercury.

The fault is the denominator. The admixture is controlled by the separation of the two states that mix, and these are the two $J=1$ states. Their separation comes largely from electron exchange, which does not enter $\Delta$. The spin-orbit part of the model has one parameter, but the mixing depends on a second energy, and $D$ supplies it.

\section*{Solution}

\subsection*{Coulomb energies}

Treat the closed shells as frozen, neglect mixing with other configurations, and use the same radial p function in all four levels. The direct repulsion between the s and p electrons is the same for every orientation of the p orbital, because the s density is spherical. It shifts all levels equally and is set to zero.

The exchange integral for a real p orbital is
\[
K=\iint s(\mathbf r_1)p(\mathbf r_1)\frac{e^2}{4\pi\varepsilon_0|\mathbf r_1-\mathbf r_2|}s(\mathbf r_2)p(\mathbf r_2)\,d^3r_1\,d^3r_2 .
\]
It is also independent of orientation, by rotational symmetry. It is positive, being twice the electrostatic self-energy of the charge distribution $e\,s(\mathbf r)p(\mathbf r)$.

The spatial functions are $(sp\pm ps)/\sqrt2$. The cross terms of the repulsion contribute $\pm K$. Antisymmetry of the whole state pairs the plus sign with the spin singlet and the minus sign with the triplet, so the Coulomb energies are $+K$ and $-K$.

\subsection*{The triplet splitting}

Let $\mathbf s_p$ and $\mathbf s_s$ be the spins belonging to the p and s orbitals. This labelling is allowed in matrix elements of a one-electron operator: the terms that exchange the two electrons contain the overlap of the s and p orbitals, which is zero. With $\mathbf S=\mathbf s_s+\mathbf s_p$,
\[
\mathbf s_p=\tfrac12\mathbf S+\tfrac12(\mathbf s_p-\mathbf s_s).
\]
The second term changes sign when the two spins are interchanged. It therefore connects singlet with triplet and has no matrix elements within the triplet. There the spin-orbit operator reduces to $(\zeta/2)\,\mathbf L\cdot\mathbf S$, where $\mathbf L=\mathbf l$ because the s electron has no orbital angular momentum. From $\mathbf J=\mathbf L+\mathbf S$ with $L=S=1$,
\[
\mathbf L\cdot\mathbf S=\tfrac12\left[J(J+1)-2-2\right]=
\begin{cases}\;\;\,1,&J=2,\\-1,&J=1,\\-2,&J=0.\end{cases}
\]

The singlet has $L=1$ and $S=0$, hence $J=1$. Since the Hamiltonian conserves $J$, the levels $J=0$ and $J=2$ have no singlet partner and remain pure triplet in this configuration:
\[
E_0=-K-\zeta,\qquad E_2=-K+\tfrac12\zeta .
\]
Subtraction removes $K$:
\[
\Delta=\tfrac32\zeta,\qquad
\zeta=\frac{2(0.79\ \text{eV})}{3}=0.527\ \text{eV},
\]
or about $4.2\times10^3\ \text{cm}^{-1}$.

\subsection*{The coupling of the two $J=1$ states}

Let $|S\rangle$ be the singlet state and $|T\rangle$ the triplet state with $J=1$ and the same $M$. The operator $\mathbf l\cdot\mathbf s_p$ conserves $J$ and $M$, so $\mathbf l\cdot\mathbf s_p|S\rangle$ is a combination of $|S\rangle$ and $|T\rangle$. Its component along $|S\rangle$ vanishes, because the expectation value of $\mathbf s_p$ in a spin singlet is zero. The whole vector lies along $|T\rangle$, and its length gives the coupling.

To find the length, write $\mathbf s_p=\boldsymbol\sigma/2$. The product rule for Pauli matrices and $\mathbf l\times\mathbf l=i\mathbf l$ give
\begin{align*}
(\mathbf l\cdot\mathbf s_p)^2
&=\tfrac14\left[\mathbf l^2+i\boldsymbol\sigma\cdot(\mathbf l\times\mathbf l)\right]
=\tfrac14\left[\mathbf l^2-\boldsymbol\sigma\cdot\mathbf l\right]\\
&=\tfrac14\mathbf l^2-\tfrac12\mathbf l\cdot\mathbf s_p .
\end{align*}
In the singlet, $\mathbf l^2=2$ and the last term averages to zero. The squared length is $1/2$, so
\[
V=|\langle T|\zeta\,\mathbf l\cdot\mathbf s_p|S\rangle|=\frac{\zeta}{\sqrt2}=0.372\ \text{eV}.
\]
The phase of $|T\rangle$ can be chosen to make the matrix element positive.

\subsection*{The mixing}

In the basis $(|T\rangle,|S\rangle)$ the Hamiltonian is
\[
H=\begin{pmatrix}-K-\zeta/2&V\\V&K\end{pmatrix}.
\]
The separation of its diagonal elements is
\[
g=K-(-K-\zeta/2)=2K+\zeta/2 .
\]
The mean of the diagonal elements is $-\zeta/4$, so the eigenvalues are
\[
E_\pm=-\frac{\zeta}{4}\pm\frac D2,\qquad
D=\sqrt{g^2+4V^2}=\sqrt{(2K+\zeta/2)^2+2\zeta^2}.
\]

Write the lower and upper states as
\[
|-\rangle=\cos\theta\,|T\rangle-\sin\theta\,|S\rangle,\qquad
|+\rangle=\sin\theta\,|T\rangle+\cos\theta\,|S\rangle .
\]
Expressing $H$ as $E_-|-\rangle\langle-|+E_+|+\rangle\langle+|$ and reading off its elements gives
\begin{align*}
H_{SS}-H_{TT}&=(E_+-E_-)(\cos^2\theta-\sin^2\theta)=D\cos2\theta=g,\\
H_{TS}&=(E_+-E_-)\sin\theta\cos\theta=\tfrac12D\sin2\theta=V .
\end{align*}
Since $g>0$ and $V>0$, $\theta$ lies between $0$ and $45^\circ$, and the positive root is taken for $\cos2\theta$. With $4V^2=2\zeta^2=8\Delta^2/9$, the singlet weight of the lower level is
\[
w=\sin^2\theta=\frac{1-\cos2\theta}{2}
=\frac12\left[1-\sqrt{1-\frac{8\Delta^2}{9D^2}}\,\right].
\]

For mercury,
\[
\sin2\theta=\frac{2(0.3724)}{1.8}=0.414,\qquad
\theta=12.2^\circ,\qquad w=4.5\% .
\]
The level is about 95.5\% triplet in this model. The diagonal separation is $g=\sqrt{D^2-4V^2}=1.639$ eV, and
\[
K=\frac{g-\zeta/2}{2}=\frac{1.6387-0.2633}{2}\ \text{eV}=0.688\ \text{eV}.
\]

Perturbation theory with the right kind of denominator comes close. Using the observed separation gives $V^2/D^2=w(1-w)=4.3\%$, slightly below $w$. Using the unmixed separation, which is the first-order formula proper, gives $V^2/g^2=5.2\%$.

\subsection*{Two limits}

Hold $\zeta$ fixed and vary $K$. The interval $\Delta$ does not change, but the mixing does. For $K\gg\zeta$, $D\approx2K$ and
\[
w\approx\frac{V^2}{D^2}\approx\frac{\zeta^2}{8K^2},
\]
which tends to zero: the levels approach pure singlet and triplet.

For $K=0$,
\[
D=\sqrt{\tfrac14\zeta^2+2\zeta^2}=\tfrac32\zeta=\Delta,\qquad
w=\tfrac12\left(1-\sqrt{1-\tfrac89}\right)=\tfrac13 .
\]
The levels are then labelled by the p electron's own total angular momentum, $j=1/2$ or $3/2$. The tempting solution put $D=\Delta$, which is this limit, and then applied a weak-mixing formula there. Its value $2/9$ is $w(1-w)$ for $w=1/3$. Mercury has $D$ more than twice $\Delta$ and is far from that limit.

\section*{What the third interval says}

The parameters are now fixed, so the model predicts $x$:
\begin{align*}
x_{\text{model}}&=E_--E_0
=-\frac\zeta4-\frac D2+K+\zeta
=K+\frac{3\zeta}{4}-\frac D2\\
&=(0.688+0.395-0.900)\ \text{eV}=0.183\ \text{eV}.
\end{align*}
The measured value is about 0.22 eV. The prediction is low by 0.037 eV, or 17\% of the measured interval. The model places the lower $J=1$ level too close to the $J=0$ level.

One repair keeps the triplet diagonal elements but lets the singlet-triplet coupling take a value $V'$ different from $\zeta/\sqrt2$. The exchange integral is refitted, and the new singlet weight is $w'$. The triplet diagonal element is
\[
H_{TT}=E_-(1-w')+E_+w'=E_-+Dw' .
\]
Measured from $E_0$, its left side is $\zeta/2=\Delta/3$ and its right side is $x+Dw'$. Therefore
\[
w'=\frac{\Delta/3-x}{D}=\frac{0.2633-0.22}{1.8}=2.4\% .
\]
The corresponding coupling is $V'=D\sqrt{w'(1-w')}=0.276$ eV, which is 0.74 of $\zeta/\sqrt2$.

Rounding of the data does not remove the disagreement. Let $\Delta$ and $x$ each vary by $\pm0.005$ eV and $D$ by $\pm0.05$ eV. The weight $w$ rises with $\Delta$ and falls with $D$; $w'$ rises with $\Delta$ and falls with $x$ and $D$. The extremes therefore lie at the ends of these ranges. With the limits rounded to two figures,
\[
4.2\%\le w\le4.8\%,\qquad 2.0\%\le w'\le2.9\% .
\]
The ranges do not overlap, whereas the model with a single spin-orbit parameter requires $w=w'$.

The value $w'$ depends on assigning the whole misfit to the coupling. A reduced coupling could arise if the p orbital had a smaller amplitude near the nucleus, where the spin-orbit interaction is strongest, in the singlet than in the triplet; this has not been tested here. If instead the misfit came from a shift of the triplet $J=1$ diagonal element, with $V=\zeta/\sqrt2$ retained, the weight would remain 4.5\%, because $w$ depends on $V$ and the observed $D$ alone. The three intervals cannot decide between these repairs. Configuration mixing and magnetic interactions between the two electrons have not been calculated.

\section*{Meaning for the mercury lamp}

The lower $J=1$ level emits the ultraviolet line near 254 nm, used in mercury-sensitized decomposition of precursor gases such as silane. The electric dipole operator does not act on spin. If the ground state is treated as a pure singlet, the emission amplitude in this model is proportional to $\sin\theta$ and the rate to $w$. With the photon energy and the singlet dipole matrix element held fixed, replacing $w=4.5\%$ by $w'=2.4\%$ lowers the estimated rate to 0.54 of its former value. The misfit in $x$ shows that the model is incomplete, but not whether the singlet-triplet coupling is the part at fault. Four to five percent is thus the answer of the model with a single spin-orbit parameter; letting the singlet-triplet coupling vary to fit $x$ lowers it by nearly a factor of two. Data beyond the three intervals favour a value near 3\% for real mercury. The measured emission rate of the 254 nm line is roughly 1/90 of that of the 185 nm line from the upper $J=1$ level. Multiplying by the cube of the ratio of the photon energies, about 2.6, gives $\tan^2\theta\approx0.03$ if both lines share one radial dipole integral. The measured Land\'e factor of the lower level, about 1.486 against 1.501 for a pure triplet and 1 for a pure singlet, also gives about 3\%. The single-parameter value should therefore be read as an overestimate.
